# Low-field dielectric strength of independent dopant-vacancy dipoles, part 2

In a fluorite oxide, a divalent dopant on a cation site binds an oxygen vacancy of charge $q=2e$, where $e$ is the elementary charge. The vacancy jumps among the eight sites $\mathbf r_s=\frac a4(\sigma_1,\sigma_2,\sigma_3)$, $\sigma_i=\pm1$, at distance $d=\sqrt3\,a/4$ from the dopant; $a$ is the lattice constant. Each jump turns the pair's moment, of length $p$. The strength $\Delta\varepsilon$ is what this reorientation adds to $\varepsilon_h$, the relative permittivity with the pairs frozen. SI units are used; $N$ is the number of bound pairs per volume, $P$ their polarization, $E$ the macroscopic field, $T$ the temperature, $k_B$ Boltzmann's constant and $\varepsilon_0$ the vacuum permittivity.

**Theorem.** For independent pairs in equilibrium at low field, in a linear host,

$$\boxed{\Delta\varepsilon=\frac{Np^2}{3\varepsilon_0k_BT}}$$

and $P=\varepsilon_0\Delta\varepsilon\,E$. For charges in a uniform dielectric $p=qd$. Along a cube axis the moment is $p\sigma_i/\sqrt3$; we write $y=pE/(\sqrt3k_BT)$.

**Lemma 1.** Let a neutral pair of point charges with moment $\mathbf p=q\mathbf r$ be immersed in a uniform dielectric between parallel plates. Far from the plates, the part of its energy that depends on orientation is $-\mathbf p\cdot\mathbf E$ at fixed macroscopic field $\mathbf E$. Its contribution to the electric displacement read from the plates is $p_z$ divided by the volume. Neither contains $\varepsilon_h$.

**Lemma 2.** If the $n$ moments of a pair add to zero, then to first order in the field

$$\langle p_i\rangle=\frac1{k_BT}\sum_jC_{ij}E_j,\qquad C_{ij}=\frac1n\sum_sp_{s,i}\,p_{s,j}.$$

**Lemma 3.** If the rotations of a cube map the set of moments onto itself, and each moment has length $p$, then $\sum_s\mathbf p_s=0$ and $C_{ij}=\frac{p^2}3\delta_{ij}$.

The example, roughly ceria lightly doped with calcium, has $a=0.54$ nm, $\varepsilon_h=25$, dopant fraction $x=0.001$ per cation site, $T=500$ K, $k_BT=0.04309$ eV and $E=0.001$ MV/cm. With all dopants paired, $\Delta\varepsilon=0.7777$.

The closing table also lists earlier checks: a plate test of Lemma 1, two coupled pairs, and a single-axis pair.

### Remark: the field of the other dipoles

Each pair also feels the others. Their mean effect can be estimated by placing equal mean moments on a cubic lattice inside the uniform host. Draw a large ball around one pair.

The other dipoles inside the ball, each with moment $m$ along $z$, produce at its centre a field proportional to $m\sum(3z^2-r^2)/r^5$. Cubic symmetry makes the sums of $x^2/r^5$, $y^2/r^5$ and $z^2/r^5$ equal, so this field vanishes.

The dipoles outside the ball may be replaced by a uniform polarization $P$. Their field is the macroscopic field minus the field that a uniformly polarized ball would produce. Such a ball consists of two balls of charge density $\pm\rho$, displaced by $\boldsymbol\delta$ with $\rho\boldsymbol\delta=\mathbf P$. By Gauss's law a ball of density $\rho$ in the host has the interior field $\rho\mathbf r/(3\varepsilon_0\varepsilon_h)$. The difference of the two fields is $-\mathbf P/(3\varepsilon_0\varepsilon_h)$. The field acting on a pair is therefore

$$F=E+\frac{P}{3\varepsilon_0\varepsilon_h}.$$

The theorem now applies with $F$ as the acting field, $P=\varepsilon_0\Delta\varepsilon\,F$. Inserting $F$ and collecting the terms in $P$,

$$P\left(1-\frac{\Delta\varepsilon}{3\varepsilon_h}\right)=\varepsilon_0\Delta\varepsilon\,E
\quad\Rightarrow\quad
\Delta\varepsilon_{\rm mf}=\frac{\Delta\varepsilon}{1-\Delta\varepsilon/(3\varepsilon_h)} .$$

In the example $\Delta\varepsilon/(3\varepsilon_h)=0.7777/75=0.0104$, and the strength rises by 1.05 %. This is a mean-field estimate. It shows that proportionality to $N$ requires $\Delta\varepsilon\ll3\varepsilon_h$.

Randomly placed dopants also include some close neighbours, which the mean field does not describe. A cation site has twelve nearest cation sites, so the fraction of dopants with at least one dopant there is $1-(1-0.001)^{12}=1.19$ %. Such dopants need not behave as independent pairs. If the moments of close neighbours were locked in opposite directions, these pairs would not respond and the strength would fall by about 1.2 %, enough to cancel the mean-field gain. For random dopants the sign of the net correction is therefore not settled by the mean-field estimate.

### Remark: how well the moment is known

The estimate $p=qd$ assumes that the dielectric fills the space right up to the charges. An opposite picture places the pair in an empty spherical cavity of radius $R$, with the dopant at the centre. Neither picture is a faithful description of ions at a distance of 0.23 nm, but the difference between them indicates how much the immediate surroundings can matter.

In a macroscopic field $E$ let the field inside the cavity be uniform with value $E_c$. With the polar angle $\theta$ measured from the field, the potentials are

$$\phi_{\rm in}=-E_c\,r\cos\theta,\qquad \phi_{\rm out}=-E\,r\cos\theta+\frac{B\cos\theta}{r^2}.$$

Continuity of the potential at $r=R$ gives $-E_cR=-ER+B/R^2$, or $B/R^3=E-E_c$. The radial field outside is $-\partial\phi_{\rm out}/\partial r=(E+2B/r^3)\cos\theta$. Continuity of the radial displacement therefore requires

$$E_c=\varepsilon_h\left(E+\frac{2B}{R^3}\right)=\varepsilon_h(3E-2E_c).$$

Solving for $E_c$,

$$E_c=GE,\qquad G=\frac{3\varepsilon_h}{2\varepsilon_h+1}.$$

The energy that depends on orientation is $-q\mathbf r_s\cdot\mathbf E_c=-Gq\,\mathbf r_s\cdot\mathbf E$. The interaction of the pair with the polarization it induces in the host is the same for all eight sites, because the dopant is at the centre and all sites are equally distant from it. The moment that belongs in the theorem is thus $p=Gqd$, and the strength contains $G^2$.

For $\varepsilon_h=25$, $G=75/51=1.471$ and $G^2=2.163$. The strength would be 1.68 instead of 0.78. The value 1.68 is an illustration and not a bound, and the correction can have either sign. If the cavity is filled with a medium of relative permittivity $\varepsilon_c$, the left side of the displacement condition becomes $\varepsilon_cE_c$, and $G=3\varepsilon_h/(2\varepsilon_h+\varepsilon_c)$. This is 1 for $\varepsilon_c=\varepsilon_h$. For $\varepsilon_c=50$ it is 0.75, and the strength would be 0.44.

This has a practical consequence. A measured $\Delta\varepsilon$ at known temperature determines the product $Np^2$. If $N$ is then inferred with $p=qd$ while the true moment is $1.47\,qd$, the inferred density is too large by a factor of 2.16. When $N$ is known independently, the measurement gives $p$ itself.

### Remark: dissociation and the law $1/T$

The theorem gives $1/T$ at fixed $N$. If pairs and free vacancies stay in equilibrium as the sample is heated, $N$ falls.

Let $\alpha$ be the paired fraction of dopants and $E_b$ the energy gained when a vacancy moves from a distant site to one next to a dopant. There are two anion sites per cation and one vacancy per dopant. At low concentration the fraction of distant anion sites that are vacant is therefore $x(1-\alpha)/2$. A given site next to an unpaired dopant is favoured by the factor $e^{E_b/k_BT}$, and there are eight such sites. The ratio of paired to unpaired dopants is

$$\frac{\alpha}{1-\alpha}=8\cdot\frac{x(1-\alpha)}2\,e^{E_b/k_BT},
\qquad\text{so}\qquad
\frac{\alpha}{(1-\alpha)^2}=4x\,e^{E_b/k_BT}\equiv K .$$

This neglects the long-range interaction of free charged defects and the binding of two vacancies to one dopant. The first neglect matters little for the strength at 500 K, but much at high temperature. A Debye-Hückel estimate, in which each free charge is screened by the others, raises the unpaired share from 0.47 % to about 0.7 % at 500 K, and from 24 % to between about 45 and 65 % at 1000 K, for ion sizes between 0.5 nm and zero. This counts the unpaired dopants among the screening charges, although they do not move; if only the vacancies screen, the range at 1000 K is about 39 to 46 %. The values below for the highest temperatures therefore show a trend and are not reliable numbers. With $u=1-\alpha$ the equation becomes $Ku^2+u-1=0$. Its positive root is $(-1+\sqrt{1+4K})/(2K)$. Multiplying numerator and denominator by $1+\sqrt{1+4K}$ turns this into

$$u=\frac{2}{1+\sqrt{1+4K}} .$$

With the round value $E_b=0.70$ eV and the dopant concentration held fixed, the strengths are:

| $T$ (K) | all paired | unpaired (%) | bound pairs in equilibrium |
|---|---|---|---|
| 400 | 0.972 | 0.06 | 0.972 |
| 500 | 0.778 | 0.47 | 0.774 |
| 600 | 0.648 | 1.8 | 0.636 |
| 800 | 0.486 | 9.4 | 0.440 |
| 1000 | 0.389 | 23.8 | 0.296 |

Between 500 K and 1000 K the strength at fixed $N$ halves, whereas by this pairing law it falls by a factor of $0.7741/0.2964=2.61$.

The local power of $T$ follows from the logarithm of the pairing law, $\ln\alpha-2\ln(1-\alpha)=\ln4x+b$ with $b=E_b/k_BT$. Differentiating,

$$\left(\frac1\alpha+\frac2{1-\alpha}\right)d\alpha=db .$$

The bracket equals $(1+\alpha)/[\alpha(1-\alpha)]$, hence

$$d\ln\alpha=\frac{1-\alpha}{1+\alpha}\,db .$$

Since $db=-b\,d\ln T$ and the strength is proportional to $\alpha/T$,

$$\frac{d\ln\Delta\varepsilon}{d\ln T}=-1-\frac{E_b}{k_BT}\,\frac{1-\alpha}{1+\alpha}.$$

At 500 K, $b=0.70/0.04309=16.2$ and the power is $-1.04$. At 1000 K, $b$ is half as large, but many more dopants are unpaired, and the power is $-2.1$. A plot of $1/\Delta\varepsilon$ against $T$ is thus close to a straight line through the origin in the range where nearly all dopants are paired, or where the paired fraction is frozen because exchange with free vacancies is too slow. In both cases few bound vacancies may leave the sites next to the dopant.

### Remark: vacancies in the next shell

A bound vacancy may also occupy the next shell of anion sites, at $\frac a4(\pm1,\pm1,\pm3)$ and the permutations of these coordinates. There are three places for the 3 and eight choices of sign, hence 24 sites. Their squared distance is 11 in units of $(a/4)^2$, compared with 3 for the first shell.

Let the energy of these sites be higher by $\Delta E$, and put $f=e^{-\Delta E/k_BT}$. Each shell separately has cubic symmetry, so Lemmas 2 and 3 hold with the thermal mean of the squared moment in place of $p^2$. At a fixed number of bound pairs, and with exchange between the shells in equilibrium, the strength is multiplied by

$$\frac{8+24f\cdot\frac{11}3}{8+24f}=\frac{1+11f}{1+3f}.$$

For $\Delta E=0.30$ eV at 500 K, $f=e^{-0.30/0.04309}=9.5\times10^{-4}$, and the strength rises by 0.76 %. The larger number of sites and their larger moment partly offset the small Boltzmann factor. At 1000 K the same formula gives a rise of 23 %. The additional sites also bind more vacancies. With both shells counted, the equilibrium strength at 1000 K is 0.37 instead of the 0.30 of the table, which counts only the first shell.

Shells farther out are neglected here. If their vacancies are held by the Coulomb attraction in the uniform host, the shells within about 1.3 nm bring the total rise at 500 K to about 4 %. The figure depends on where the count stops: out to 2 nm, about the radius of a ball with the volume available to each dopant, the rise is about 6 %. It depends even more on the energies. These figures join the assumed binding of 0.70 eV to Coulomb energies farther out; if the first two shells are also given their Coulomb energies, 0.99 and 0.52 eV, the rise at 500 K stays below 0.1 %. At 1000 K the sum grows far more strongly as shells are added, because bound and free vacancies are then no longer clearly distinct. The value 0.37 therefore shows only the direction of the change.

### Remark: can the relaxation be seen?

Free vacancies carry a current, and its loss can hide that of the dipoles. The two can be compared without knowing the jump rate, provided that it is the same for free and bound vacancies.

Let a bound vacancy jump along each edge of its cube of sites at rate $w$. With a field along $z$, a jump in that direction changes $\sigma_3$. The energies of $\sigma_3=\pm1$ are $\mp yk_BT$, so in equilibrium the upward and downward rates have the ratio $e^{2y}$. If the field acts equally on both, they are $w(1+y)$ and $w(1-y)$ to first order. Let $n_\pm$ be the fractions of pairs with $\sigma_3=\pm1$, so that $n_++n_-=1$, and let $s=n_+-n_-$. Each jump changes $s$ by 2, and

$$\frac{ds}{dt}=2w(1+y)n_--2w(1-y)n_+=-2w(s-y).$$

Since $P=Nps/\sqrt3$, and $s=y$ in equilibrium, this means

$$\frac{dP}{dt}=-2w\,(P-\varepsilon_0\Delta\varepsilon\,E).$$

For a field proportional to $e^{i\omega t}$ the solution is $P=\varepsilon_0\Delta\varepsilon\,E/(1+i\omega\tau)$ with $\tau=1/(2w)$. The dielectric loss is minus the imaginary part of $P/(\varepsilon_0E)$:

$$\varepsilon''_{\rm dip}=\Delta\varepsilon\,\frac{\omega\tau}{1+\omega^2\tau^2}.$$

It has its maximum $\Delta\varepsilon/2$ at $\omega=2w$.

A free vacancy jumps by $l=a/2$ along each axis. With the field it moves forward at rate $we^{h}$ and backward at $we^{-h}$, where $h=qlE/(2k_BT)$. Its drift velocity is $lw(e^h-e^{-h})\approx2lwh=wql^2E/k_BT$. For $n_f$ free vacancies per volume the conductivity is $\kappa=n_fq^2l^2w/k_BT$. Its contribution to the loss is $\kappa/(\omega\varepsilon_0)$, which at $\omega=2w$ equals $n_fq^2l^2/(2\varepsilon_0k_BT)$. With $N$ bound pairs and $p=qd$ the dipole loss at the same frequency is $\Delta\varepsilon/2=Nq^2d^2/(6\varepsilon_0k_BT)$. The ratio is

$$\frac{\varepsilon''_{\rm cond}}{\varepsilon''_{\rm dip}}=\frac{n_f}{N}\,\frac{3l^2}{d^2}=\frac{n_f}{N}\,\frac{3a^2/4}{3a^2/16}=4\,\frac{1-\alpha}{\alpha}.$$

At 500 K this is 1.88 %, so in the model the peak stands clear of the conduction loss. At 1000 K, with 23.8 % unpaired, the ratio is $4\times0.238/0.762=1.25$, and the conduction loss exceeds the dipole loss. If half of the dopants are unpaired, as the Debye-Hückel estimate suggests, the ratio is 4. If free vacancies jump $g$ times as fast as bound ones, the ratio is multiplied by $g$. The peak is lost well before the ratio reaches 1. With $v=\omega\tau$ and ratio $\rho$, the total loss is proportional to $2v/(1+v^2)+\rho/v$. It rises with $v$ only where $\rho<2v^2(1-v^2)/(1+v^2)^2$, and the right side has its largest value $1/4$ at $v^2=1/3$. A maximum therefore exists only for $\rho<1/4$. At 500 K it disappears for $g$ above about 13, and with equal rates it is already absent at 800 K, where $\rho=0.41$. The value of $g$ in a real oxide is not fixed by this model.

### The model beside a real ceramic

The lattice constant, the permittivity and the fluorite geometry are typical of ceria, while the binding and shell energies are round assumptions. The dopant content is far from that of practical electrolytes, which contain of the order of ten percent dopant. Carried over to $x=0.1$ with everything else fixed, the formula would give $\Delta\varepsilon=78$ and $\Delta\varepsilon/(3\varepsilon_h)=1.04$. The mean-field denominator would then be negative. This does not predict a spontaneous polarization; it shows that the assumption of independent pairs has failed, and with it the number 78. Temperature matters as well: by the simple pairing law, dissociation at 1000 K lowers the strength by 24 % at the light doping of the example. The interaction of the free charges and the next shell change this figure considerably, and it cannot be carried over to heavy doping either. In the pairing law $K$ is proportional to $x$, so more dopant means a smaller unpaired fraction, but that law itself assumes low concentration. Many practical electrolytes contain trivalent dopants, whose pair with a single vacancy is charged and lies outside Lemma 1 as stated. For light divalent doping near 500 K, the largest uncertainty among those estimated here is the moment, with a factor of about two in the strength. With the energies assumed here, and with shells counted out to 2 nm, the other corrections estimated are each about 6 % or less. The numerical output lists the input values of the example.

## Table of computed values

```
lattice constant: 0.54 nm
host relative permittivity: 25
dopants per cation site: 0.0010
temperature: 500 K
thermal energy kB T: 0.04309 eV
applied field: 0.0010 MV/cm
binding energy: 0.70 eV
next-shell excess energy: 0.30 eV
rough breakdown field: 0.10 MV/cm
dopant-vacancy distance: 0.2338 nm
pair moment: 0.4677 e nm = 22.46 debye
pair density, all bound: 2.5403e+19 cm^-3
relaxation strength, formula: 0.7777 (dimensionless)
relaxation strength, Boltzmann sum: 0.7777 (dimensionless)
strength / host permittivity: 3.11 %
dipole polarization: 6.886e-05 uC/cm2
p E / kB T at applied field: 1.085e-03
power of T from sums: -1.0000
power of moment from sums: 2.0000
two free dipoles / one: 2.0000
two dipoles coupled by 0.5 kB T / one: 2.3303
single-axis pair, response along axis / cubic: 3.0000
plate-test moment, vacuum and host: 6.0000, 6.0000 grid units
table: T (K), strength all bound, unbound (%), strength of bound pairs
  400  0.9722  0.062  0.9716
  500  0.7777  0.468  0.7741
  600  0.6481  1.800  0.6364
  800  0.4861  9.390  0.4404
  1000  0.3889  23.774  0.2964
strength loss at breakdown field: 0.131 %
field for 1 % strength loss: 0.278 MV/cm
gain from field of other dipoles: 1.05 %
dopants with a dopant on a nearest cation site: 1.19 %
empty-cavity factor on moment: 1.4706
empty-cavity factor on strength: 2.163
strength with empty cavity: 1.682 (dimensionless)
gain from next-shell occupation: 0.76 %
conduction loss / dipole loss at peak: 1.88 %
```
